# Field distribution of a triangular vortex lattice in the London model: test program

```python
# Field distribution of a triangular vortex lattice in the London model.
# Claim: for Phi0/lambda^2 << B0 << Bc2 the field is B = B0 + (Phi0/lambda^2) g,
# with variance of g = 0.00371, minimum -ln3/(8 pi), saddle -ln2/(6 pi),
# a logarithmic peak at the saddle, a step at the minimum, an exponential tail.
# Symbols: lattice spacing = 1 unless stated, AREA = cell area, g = reduced field,
# b = lambda^2 B0/Phi0, Q = m^2 - m n + n^2 labels reciprocal vectors G,
# GAMMA = AREA*G^2/Q, xi = core length, density(v) = probability density of g.
import numpy as np
from scipy import constants as const
from scipy.special import k0, beta

PI = np.pi
ROW = np.sqrt(3) / 2
AREA = ROW
GAMMA = 8 * PI**2 / np.sqrt(3)
NOME = -np.exp(-2 * PI * ROW)
M_POINT = 0.5 + 0j
K_POINT = 0.5 + 0.5j / np.sqrt(3)


def reduced_field(z):
    """g(z) from summed rows of vortices, for z = x + i y near 0 <= y <= ROW."""
    y = np.imag(z)
    w = np.exp(2j * PI * z)
    product = -np.expm1(2j * PI * z)
    for n in range(1, 8):
        product = product * (1 - NOME**n * w) * (1 - NOME**n / w)
    return ROW / 12 - y / 2 + y**2 / (2 * ROW) - np.log(abs(product)) / (2 * PI)


def gradient(z):
    """Returns dg/dx - i dg/dy."""
    w = np.exp(2j * PI * z)
    total = -w / np.expm1(2j * PI * z)
    for n in range(1, 8):
        p = NOME**n
        total = total + p * w / (1 - p * w) - (p / w) / (1 - p / w)
    return 1j * total - 1j * (-0.5 + np.imag(z) / ROW)


g_saddle = -np.log(2) / (6 * PI)
g_min = -np.log(3) / (8 * PI)
nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1) / 2, weights / 2


def density(v):
    """Probability density of g at v, by integration along the contour g = v."""
    above = v > g_saddle
    max_angle = PI / 6 if above else PI / 3
    scale = np.sqrt(abs(v - g_saddle))
    u_max = np.arcsinh(max_angle / scale)
    u = u_max * nodes
    angle = scale * np.sinh(u)
    if above:      # rays from a vortex to the edge of its cell
        centre, direction = 0j, np.exp(1j * angle)
        high = 0.5 / np.cos(angle)
    else:          # rays from a triangle centre to the bond line
        centre, direction = K_POINT, np.exp(-1j * (PI / 2 + angle))
        high = 0.5 / np.sqrt(3) / np.cos(angle)
    low = np.full_like(high, 1e-12)
    for _ in range(55):
        middle = (low + high) / 2
        value = reduced_field(centre + middle * direction)
        inside = value > v if above else value < v
        low = np.where(inside, middle, low)
        high = np.where(inside, high, middle)
    r = (low + high) / 2
    slope = abs(np.real(gradient(centre + r * direction) * direction))
    return 12 / AREA * u_max * np.sum(weights * r * scale * np.cosh(u) / slope)


# Reciprocal-lattice sums: direct part up to Q_CUT plus the integral tail
Q_CUT = 10000
m, n = np.meshgrid(np.arange(-120, 121), np.arange(-120, 121))
q_all = (m**2 - m * n + n**2).astype(float)
keep = (q_all > 0) & (q_all <= Q_CUT)
m_g, n_g, q_g = m[keep], n[keep], q_all[keep]
s2_direct = np.sum(q_g**-2)
s2_tail = 2 * PI / np.sqrt(3) / Q_CUT
S2 = s2_direct + s2_tail
S3 = np.sum(q_g**-3)
variance = 3 * S2 / (64 * PI**4)

# Values at the symmetric points against the closed forms
assert abs(reduced_field(M_POINT) - g_saddle) < 1e-12
assert abs(reduced_field(K_POINT) - g_min) < 1e-12

# Curvatures at the saddle: finite differences against the Beta-function form
e_root = (beta(1 / 6, 1 / 2) / 3)**2
curv_along = (1 / AREA + e_root / PI) / 2
curv_across = (1 / AREA - e_root / PI) / 2
step = 1e-3
for unit, expected in ((1, curv_along), (1j, curv_across)):
    numeric = (reduced_field(M_POINT + step * unit) - 2 * reduced_field(M_POINT)
               + reduced_field(M_POINT - step * unit)) / step**2
    assert abs(numeric - expected) < 1e-4
lattice = (m + n / 2 + 1j * ROW * n)[q_all > 0]
assert abs(35 * np.sum(lattice**-6.0).real - e_root**3) < 1e-4

# Only the symmetric points are critical: g falls along rays and along edge M-K
s, t = np.meshgrid(np.linspace(0.01, 0.995, 150), np.linspace(0, 1, 150))
z = 0.5 * s * (1 + 1j * t / np.sqrt(3))
assert np.all(np.real(gradient(z) * z) < 0)
edge = 0.5 + 1j * np.linspace(0.005, 0.995, 200) * K_POINT.imag
assert np.all(-np.imag(gradient(edge)) < 0)

# Moments of the contour density against norm 1, mean 0 and the lattice sum
moments = np.zeros(4)
fraction_below = 0.0
for span in (g_min - g_saddle, 1.6):
    for node, weight in zip(nodes, weights):
        v = g_saddle + span * node**3
        part = weight * 3 * node**2 * abs(span) * density(v)
        moments += part * v**np.arange(4)
        if span < 0:
            fraction_below += part
assert abs(moments[0] - 1) < 1e-5
assert abs(moments[1]) < 1e-5
assert abs(moments[2] - variance) < 1e-6
assert abs(variance - 0.00371) < 5e-6
skewness = moments[3] / moments[2]**1.5

# The same distribution from plain sampling of the unit cell
cells = (np.arange(700) + 0.5) / 700
s, t = np.meshgrid(cells, cells)
sample = reduced_field(s + t * (0.5 + 1j * ROW))
assert abs(np.mean(sample**2) / variance - 1) < 2e-3
assert abs(np.mean(sample < g_saddle) - fraction_below) < 2e-3

# Logarithmic peak, step at the minimum, exponential tail
log_coefficient = 6 / (AREA * np.sqrt(-curv_along * curv_across))
peak_width = []
for side in (1, -1):
    near = density(g_saddle + side * 1e-7)
    far = density(g_saddle + side * 1e-6)
    assert abs((near - far) / np.log(10) / log_coefficient - 1) < 3e-3
    peak_width.append(1e-7 * np.exp(near / log_coefficient))
assert abs(peak_width[0] / peak_width[1] - 1) < 3e-3
onset = density(g_min + 1e-7)
assert abs(onset / (8 * PI) - 1) < 2e-3
core_constant = (ROW / 12 - np.log(2 * PI) / (2 * PI)
                 - sum(np.log(1 - NOME**k) for k in range(1, 8)) / PI)
tail_exact = density(0.4)
tail_formula = 4 * PI**2 / AREA * np.exp(-4 * PI * (0.4 - core_constant))
assert abs(tail_exact / tail_formula - 1) < 1e-2

# Worked example
lam, b0, xi = 200e-9, 0.5, 2e-9
phi0 = const.physical_constants["mag. flux quantum"][0]
proton = const.physical_constants["proton gyromag. ratio"][0] / (2 * PI)
unit_mt = phi0 / lam**2 * 1e3
b = lam**2 * b0 / phi0
area_si = phi0 / b0
spacing = np.sqrt(area_si / ROW)
bc2 = phi0 / (2 * PI * xi**2)


def london_field(z):
    """Finite-field London value of (B - B0) lambda^2/Phi0."""
    phase = 2 * PI * (m_g * z.real + (n_g - m_g / 2) / ROW * z.imag)
    change = 1 / (GAMMA * q_g + 1 / b) - 1 / (GAMMA * q_g)
    return reduced_field(z) + np.sum(change * np.cos(phase))


# Direct superposition of single-vortex fields checks the finite-field values
lam_reduced = np.sqrt(b * AREA)
all_vortices = m + n / 2 + 1j * ROW * n
for point in (M_POINT, K_POINT, 0.21 + 0.08j):
    direct = np.sum(k0(abs(point - all_vortices) / lam_reduced)) / (2 * PI)
    assert abs(direct - b - london_field(point)) < 1e-6

tail_variance = s2_tail / GAMMA**2
var_london = np.sum((GAMMA * q_g + 1 / b)**-2.0) + tail_variance
first_order = -2 * S3 / (S2 * GAMMA * b)
assert abs(var_london / variance - 1 - first_order) < 3e-5
core_factor = np.exp(-xi**2 * GAMMA * q_g / area_si)
var_core = np.sum(core_factor * (GAMMA * q_g + 1 / b)**-2.0)
sigma = np.sqrt(variance) * unit_mt
sigma_london = np.sqrt(var_london) * unit_mt
sigma_core = np.sqrt(var_core) * unit_mt
lam_apparent = (variance * phi0**2 / (sigma_london * 1e-3)**2)**0.25

print(f"Lattice sum S2, part with Q <= {Q_CUT}: {s2_direct:.6f}")
print(f"Lattice sum S2, tail beyond: {s2_tail:.6f}")
print(f"S2 total: {S2:.5f};  S3: {S3:.5f}")
print(f"Variance / (Phi0^2/lambda^4), lattice sum: {variance:.6f}")
print(f"Variance / (Phi0^2/lambda^4), from density: {moments[2]:.6f}")
print(f"Rms width / (Phi0/lambda^2): {np.sqrt(variance):.5f}")
print(f"Norm of the contour density: {moments[0]:.6f}")
print(f"Skewness (dimensionless): {skewness:.3f}")
print(f"g at minimum K: {g_min:.6f};  at saddle M: {g_saddle:.6f}")
print(f"Root e (spacing 1): {e_root:.5f}")
print(f"Saddle curvature along bond (spacing 1): {curv_along:.5f}")
print(f"Saddle curvature across bond (spacing 1): {curv_across:.5f}")
print(f"Log-peak coefficient C: {log_coefficient:.4f}")
print(f"Log-peak scale W (units of g): {peak_width[0]:.4f}")
print(f"Density just above minimum: {onset:.3f};  8 pi: {8 * PI:.3f}")
print(f"Core constant c: {core_constant:.5f}")
print(f"Density at g = 0.4: {tail_exact:.5f}; tail law: {tail_formula:.5f}")
print(f"Area fraction with field below the saddle: {fraction_below:.4f}")
print("--- Example with model parameters ---")
print(f"lambda: {lam * 1e9:.0f} nm;  B0: {b0:.1f} T;  xi: {xi * 1e9:.0f} nm")
print(f"Flux quantum: {phi0:.6e} Wb")
print(f"b = lambda^2 B0/Phi0: {b:.3f};  B0/Bc2: {b0 / bc2:.5f}")
print(f"Bc2: {bc2:.1f} T;  vortex spacing: {spacing * 1e9:.2f} nm")
print(f"Phi0/lambda^2: {unit_mt:.3f} mT")
print(f"Minimum minus B0, limit: {g_min * unit_mt:.4f} mT")
print(f"Minimum minus B0, finite field: {london_field(K_POINT) * unit_mt:.4f} mT")
print(f"Saddle minus B0, limit: {g_saddle * unit_mt:.4f} mT")
print(f"Saddle minus B0, finite field: {london_field(M_POINT) * unit_mt:.4f} mT")
print(f"Rms width, limit: {sigma:.4f} mT")
print(f"Rms width, finite-field London: {sigma_london:.4f} mT")
print(f"Rms width, with Gaussian core cutoff: {sigma_core:.4f} mT")
print(f"Relative variance change, first order: {first_order:.6f}")
print(f"Relative variance change, full sum: {var_london / variance - 1:.6f}")
print(f"Variance ratio, core cutoff to none: {var_core / var_london:.4f}")
print(f"lambda from finite-field width by limit law: {lam_apparent * 1e9:.2f} nm")
print(f"Proton rms frequency width, limit: {proton * sigma * 1e-6:.2f} kHz")
print(f"Tail decay field Phi0/(4 pi lambda^2): {unit_mt / (4 * PI):.3f} mT")
core_offset = reduced_field(xi / spacing + 0j) * unit_mt
print(f"Field minus B0 at distance xi, limit: {core_offset:.2f} mT")
for offset in (-2.2, -2.0, -1.8, -1.0, 0.0, 2.0, 5.0, 10.0):
    p_value = density(offset / unit_mt) / unit_mt
    print(f"Density at B - B0 = {offset:.1f} mT: {p_value:.5f} per mT")
print("no test failed")
```

Output:

```
Lattice sum S2, part with Q <= 10000: 7.710783
Lattice sum S2, tail beyond: 0.000363
S2 total: 7.71115;  S3: 6.37588
Variance / (Phi0^2/lambda^4), lattice sum: 0.003711
Variance / (Phi0^2/lambda^4), from density: 0.003711
Rms width / (Phi0/lambda^2): 0.06092
Norm of the contour density: 1.000000
Skewness (dimensionless): 2.978
g at minimum K: -0.043712;  at saddle M: -0.036773
Root e (spacing 1): 5.89834
Saddle curvature along bond (spacing 1): 1.51610
Saddle curvature across bond (spacing 1): -0.36140
Log-peak coefficient C: 9.3597
Log-peak scale W (units of g): 0.0592
Density just above minimum: 25.133;  8 pi: 25.133
Core constant c: -0.22171
Density at g = 0.4: 0.01850; tail law: 0.01844
Area fraction with field below the saddle: 0.2256
--- Example with model parameters ---
lambda: 200 nm;  B0: 0.5 T;  xi: 2 nm
Flux quantum: 2.067834e-15 Wb
b = lambda^2 B0/Phi0: 9.672;  B0/Bc2: 0.00608
Bc2: 82.3 T;  vortex spacing: 69.10 nm
Phi0/lambda^2: 51.696 mT
Minimum minus B0, limit: -2.2597 mT
Minimum minus B0, finite field: -2.2532 mT
Saddle minus B0, limit: -1.9010 mT
Saddle minus B0, finite field: -1.8960 mT
Rms width, limit: 3.1491 mT
Rms width, finite-field London: 3.1432 mT
Rms width, with Gaussian core cutoff: 2.9928 mT
Relative variance change, first order: -0.003751
Relative variance change, full sum: -0.003738
Variance ratio, core cutoff to none: 0.9066
lambda from finite-field width by limit law: 200.19 nm
Proton rms frequency width, limit: 134.08 kHz
Tail decay field Phi0/(4 pi lambda^2): 4.114 mT
Field minus B0 at distance xi, limit: 17.70 mT
Density at B - B0 = -2.2 mT: 0.50879 per mT
Density at B - B0 = -2.0 mT: 0.66391 per mT
Density at B - B0 = -1.8 mT: 0.58387 per mT
Density at B - B0 = -1.0 mT: 0.19521 per mT
Density at B - B0 = 0.0 mT: 0.10557 per mT
Density at B - B0 = 2.0 mT: 0.04689 per mT
Density at B - B0 = 5.0 mT: 0.01865 per mT
Density at B - B0 = 10.0 mT: 0.00498 per mT
no test failed
```
